# Mass subtraction in the self-energy of a bound electron

An erbium nucleus ($Z=68$) holding a single electron binds it by about 67 keV, some 13% of the rest energy. The field is too strong to be treated as a perturbation, so one works in the Furry picture: the electron field is expanded in eigenstates of the Dirac equation in the nuclear potential, and only the coupling to the quantized photon field is perturbative. At first order in $\alpha$ there are two corrections, vacuum polarization, which is not treated here, and the self-energy, in which the electron emits and reabsorbs a photon. The self-energy is the subject of this text. It diverges, because it contains the electromagnetic mass $\delta m$ that a free electron also has and that is already counted in the measured mass. Something must be subtracted. One candidate is $\delta m$ times the norm of the state, which is $\delta m$ itself. The 1s state of this ion shows that the candidate fails.

## Conventions

Units are $\hbar=c=1$, $e^2=4\pi\alpha$, and the metric is $(+,-,-,-)$. The nucleus is infinitely heavy and everything is at one loop. The Hamiltonian is $H=\boldsymbol\alpha\cdot\mathbf p+\beta m+V(r)$, with $m$ the physical mass, $\beta=\gamma^0=\mathrm{diag}(1,1,-1,-1)$, $\boldsymbol\alpha=\gamma^0\boldsymbol\gamma$, $\bar\psi=\psi^\dagger\beta$ and $\int\psi^\dagger\psi\,d^3r=1$. The energy $E$ includes the rest mass.

Write $\psi=\frac1r\,(G\,\Omega_{\kappa\mu},\ iF\,\Omega_{-\kappa\mu})^T$ with $\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa$ and $\boldsymbol\sigma\cdot\hat{\mathbf r}\,\Omega_\kappa=-\Omega_{-\kappa}$. From $\boldsymbol\sigma\cdot\mathbf p=\boldsymbol\sigma\cdot\hat{\mathbf r}\,(-i\partial_r+i\,\boldsymbol\sigma\cdot\mathbf L/r)$ one gets $\boldsymbol\sigma\cdot\mathbf p\,(G\Omega_\kappa/r)=(i/r)(G'+\kappa G/r)\,\Omega_{-\kappa}$, and the lower and upper rows of $H\psi=E\psi$ become

$$G'=-\frac{\kappa}{r}G+(E-V+m)F,\qquad F'=\frac{\kappa}{r}F-(E-V-m)G .$$

The norm is $\int(G^2+F^2)\,dr=1$, and $\langle\beta\rangle=\int(G^2-F^2)\,dr$.

## The counter-example: 1s of hydrogen-like erbium, point nucleus

**The state.** Take $V=-Z\alpha/r$, $\kappa=-1$, and try $G=r^\gamma e^{-\lambda r}$, $F=-cG$. The $1/r$ terms of the two equations give $\gamma-1=-Z\alpha\,c$ and $(\gamma+1)c=Z\alpha$. Eliminating $c$ gives $\gamma=\sqrt{1-(Z\alpha)^2}$, and multiplying the two expressions for $c$ gives $c^2=(1-\gamma)/(1+\gamma)$. The constant terms give $\lambda=(E+m)c$ and $\lambda c=m-E$, so $c^2=(m-E)/(m+E)$. Comparing the two forms of $c^2$ gives $E=m\gamma$, and then $\lambda=m(1+\gamma)c=mZ\alpha$. Because $F/G$ is constant,

$$\langle\beta\rangle=\frac{1-c^2}{1+c^2}=\gamma,\qquad \langle V\rangle=-Z\alpha\,\frac{2\lambda\,\Gamma(2\gamma)}{\Gamma(2\gamma+1)}=-\frac{m(Z\alpha)^2}{\gamma}.$$

Finally $\langle\boldsymbol\alpha\cdot\mathbf p\rangle=E-m\langle\beta\rangle-\langle V\rangle=-\langle V\rangle$. For $Z=68$: $Z\alpha=0.496220$, $\gamma=0.868197$, $\langle V\rangle=-0.283616\,m$.

**The free self-energy.** With the full propagator written as $i/(\not p-m-\Sigma)$, the Feynman rules in Feynman gauge give $-i\Sigma=\int(-ie\gamma^\nu)\,iS\,(-ie\gamma_\nu)(-iD)$. The factors multiply to $(-ie)^2\,i\,(-i)=-e^2$, so

$$\Sigma(p)=-ie^2\!\int\!\frac{d^4\ell}{(2\pi)^4}\,\gamma^\nu S(\ell)\gamma_\nu\,D(p-\ell),\quad S(\ell)=\frac{\not\ell+m}{\ell^2-m^2},\quad D(k)=\frac1{k^2}-\frac1{k^2-\Lambda^2}.$$

The second term of $D$ is the Pauli–Villars regulator, a heavy photon of mass $\Lambda$; define $L=\ln(\Lambda^2/m^2)$. The identity $\gamma^\nu\gamma^\mu\gamma_\nu=-2\gamma^\mu$ makes the numerator $4m-2\not\ell$. Combine denominators by $1/AB=\int_0^1dx\,[xA+(1-x)B]^{-2}$, with weight $x$ on a photon of mass $M$ ($M=0$ or $\Lambda$). Completing the square gives $(\ell-xp)^2-\Delta_M$ with $\Delta_M=(1-x)(m^2-xp^2)+xM^2$. Shift $l=\ell-xp$; the term odd in $l$ drops, leaving $4m-2x\not p$. For $p^2<m^2$, $\Delta_M>0$ and the Wick rotation gives $d^4l=i\pi^2y\,dy$ with $y=-l^2$. Since $\int_0^Yy\,(y+\Delta)^{-2}dy\to\ln(Y/\Delta)-1$, the difference of the two photon terms is $\frac{i}{16\pi^2}\ln(\Delta_\Lambda/\Delta_0)$. With $-ie^2\cdot i/16\pi^2=\alpha/4\pi$,

$$\Sigma(p)=\frac{\alpha}{4\pi}\int_0^1dx\,(4m-2x\not p)\,\ln\!\Big[1+\frac{x\Lambda^2}{(1-x)(m^2-xp^2)}\Big]\equiv\frac{\alpha}{4\pi}\,(a\,m+b\not p).$$

As a test, the four-dimensional Euclidean integral was done directly at $p^2=-1.69\,m^2$, $\Lambda=3m$; both routes give $a=7.843871$, $b=-2.604955$.

On a free spinor $\not p\to m$ and $\Delta_0=(1-x)^2m^2$, which defines $\delta m$. For $\Lambda\gg m$ the logarithm is $L+\ln x-2\ln(1-x)$. The integrals with weight $4-2x$ are $3$, $-4+\tfrac12=-\tfrac72$, and $-2\int_0^1(2+2u)\ln u\,du=5$, so

$$\delta m\to\frac{3\alpha}{4\pi}m\Big(L+\frac12\Big).$$

For any fixed $p$, $\int(4m-2x\not p)\,dx$ shows that the part of $\Sigma$ proportional to $L$ is $\frac{\alpha}{4\pi}L\,(4m-\not p)$.

**The bound self-energy.** In the Furry picture $S$ is replaced by $(\not\ell-\gamma^0V-m)^{-1}=S+S\gamma^0VS+\dots$, and the operator is taken between $\bar\psi$ and $\psi$ with $p^0=E$. The question is how each term depends on $L$; call the coefficient of $L$, in units of $\alpha m/4\pi$, its slope.

For the zero-potential term, $\bar\psi\not p\,\psi=\psi^\dagger\gamma^0(\gamma^0E-\boldsymbol\gamma\cdot\mathbf p)\psi=\psi^\dagger(E-\boldsymbol\alpha\cdot\mathbf p)\psi$. The slope is therefore

$$4\langle\beta\rangle-\frac{E-\langle\boldsymbol\alpha\cdot\mathbf p\rangle}{m}=3\gamma+0.283616=2.604590+0.283616=2.888206 .$$

This was tested without the large-$\Lambda$ expansion. Let $g(p)$ and $f(p)$ be the transforms $\sqrt{2/\pi}\int rG\,j_0(pr)\,dr$ and $\sqrt{2/\pi}\int rF\,j_1(pr)\,dr$. The radial equations give $\langle\boldsymbol\alpha\cdot\mathbf p\rangle=\int[G(-F'-F/r)+F(G'-G/r)]\,dr=2\int F\,r\,(G/r)'\,dr$ after a partial integration, and $j_0'=-j_1$ turns this into $-2\int p^3gf\,dp$. The term is then $\int p^2dp\,[a\,m\,(g^2-f^2)+b\,(E(g^2+f^2)+2p\,gf)]$ with $a,b$ taken at $E^2-p^2$. Its difference between $\Lambda=10^4m$ and $10^5m$, divided by the change in $L$, is $2.888206$.

The one-potential term is $\bar\psi(\mathbf p')\,\Gamma^0(p',p)\,\tilde V(\mathbf p'-\mathbf p)\,\psi(\mathbf p)$ integrated over both momenta, with

$$\Gamma^\mu=-ie^2\!\int\!\frac{d^4k}{(2\pi)^4}\,\gamma^\nu S(p'-k)\gamma^\mu S(p-k)\gamma_\nu\,D(k).$$

Use $1/ABC=2\int dy\,dz\,[yA+zB+xC]^{-3}$, $x=1-y-z$, and shift $k=l+K$ with $K=yp'+zp$. The denominator is $(l^2-\Delta_M)^3$ with $\Delta_M=K^2+y(m^2-p'^2)+z(m^2-p^2)+xM^2$. The numerator has an $l$-independent part $N^\mu=\gamma^\nu(\not p'-\not K+m)\gamma^\mu(\not p-\not K+m)\gamma_\nu$ and a quadratic part $\gamma^\nu\not l\gamma^\mu\not l\gamma_\nu\to\tfrac14l^2(-2)^2\gamma^\mu=l^2\gamma^\mu$, by $l^\rho l^\sigma\to l^2g^{\rho\sigma}/4$ and the contraction identity used twice. With $w=-l^2$, the integrals $\int_0^Yw^2(w+\Delta)^{-3}dw\to\ln(Y/\Delta)-\tfrac32$ and $\int_0^\infty w\,(w+\Delta)^{-3}dw=1/2\Delta$ give (the second with a minus sign from the odd power of the denominator)

$$\Gamma^\mu=\frac{\alpha}{4\pi}\int dy\,dz\,\Big[2\gamma^\mu\ln\frac{\Delta_\Lambda}{\Delta_0}-N^\mu\Big(\frac1{\Delta_0}-\frac1{\Delta_\Lambda}\Big)\Big].$$

Since $\not p'-\not p=S^{-1}(p'-k)-S^{-1}(p-k)$, the definition implies $(p'-p)_\mu\Gamma^\mu=\Sigma(p)-\Sigma(p')$; the formula passes this Ward–Takahashi test with explicit matrices at off-shell momenta. The triangle has area $\tfrac12$ and $1/\Delta_\Lambda\to0$, so the $L$ part is $\frac{\alpha}{4\pi}L\gamma^\mu$. This was tested at two pairs of momenta (the printed ratio for one of them is $0.9999996$); it was not integrated over the state. Taking the limit under the momentum integrals assumes that momenta of order $\Lambda$ contribute negligibly as $\Lambda\to\infty$, which requires at least a finite $\langle V\rangle$. Because $\bar\psi\gamma^0V\psi=\psi^\dagger V\psi$, the slope is $\langle V\rangle/m=-0.283616$.

A term with $n\ge2$ potentials has $n+1$ electron propagators, so its integrand falls as $d^4k/k^{n+3}$. At fixed electron momenta it converges without the regulator and its slope vanishes as $\Lambda\to\infty$; for the bound state this again relies on the assumption about large momenta. For a constant potential the $n=2$ term is $\tfrac12V^2\partial^2\Sigma/\partial p_0^2$, and the test shows the largest matrix element of the slope of this second derivative, averaged over a decade of the cutoff, falling from $1.1\times10^{-2}$ between $\Lambda=10m$ and $100m$ to $1.1\times10^{-6}$ between $\Lambda=10^3m$ and $10^4m$.

**The verdict.** The total slope is $2.888206-0.283616=2.604590=3\gamma$, while $\delta m$ has slope $3$. Subtracting $\delta m\times1$ leaves $2.604590-3\approx-0.39541$, so the "renormalized" level still moves with the cutoff. Subtracting $\delta m\langle\beta\rangle$ leaves $10^{-7}$ in the numerical evaluation between $\Lambda=10^4m$ and $10^5m$, in which the one-potential slope is the vertex ratio at one pair of momenta times $\langle V\rangle$ and the $n\ge2$ terms are set to zero. In energy units the leftover is

$$-\frac{3\alpha}{4\pi}(1-\gamma)\,mc^2=-1.742115\times10^{-3}\times0.131803\times510\,999\ \text{eV}=-117.3\ \text{eV per unit of }L .$$

## The general statement

For a bound state of a local, central, mass-independent potential:

1. The counterterm shifts the level by $-\delta m\langle\beta\rangle$, and $\langle\beta\rangle=\partial E/\partial m=1-2\int F^2dr<1$.
2. $m\langle\beta\rangle=E-\langle V+rV'\rangle$. This equals $E$ for every bound state of the point-Coulomb potential, and in general not otherwise.
3. The one-loop divergence of the bound self-energy is $\langle\beta\rangle$ times that of $\delta m$, provided that electron momenta of order $\Lambda$ contribute negligibly as $\Lambda\to\infty$.

**Proof of 1.** The Lagrangian density contains $-m_0\bar\psi\psi$ with bare mass $m_0$, and the pole of the free propagator lies at $m=m_0+\delta m$. Writing $-m_0\bar\psi\psi=-m\bar\psi\psi+\delta m\,\bar\psi\psi$ puts the physical mass into $H$ and leaves $H_{\rm int}=-\delta m\int\bar\psi\psi\,d^3r$. At first order a one-electron state shifts by $-\delta m\int\psi^\dagger\beta\psi$. This fixes the finite part of the subtraction as well as the divergent one. The density $\psi^\dagger\psi$ is the time component of the current; $-\delta m\int\psi^\dagger\psi$ would be a constant potential, not a mass. Differentiating $E=\langle\psi|H|\psi\rangle$ gives $\partial_mE=\langle\partial_mH\rangle+E\,\partial_m\langle\psi|\psi\rangle=\langle\beta\rangle$. Degeneracy causes no trouble, since $\beta$ does not mix different $\kappa,\mu$. Subtracting $\langle\beta\rangle$ from the norm gives $2\int F^2dr$, and $F\equiv0$ does not solve the radial equations for a normalizable $G$.

**Proof of 2.** From $[r_i,p_j]=i\delta_{ij}$ follow $[\mathbf r\cdot\mathbf p,\boldsymbol\alpha\cdot\mathbf p]=i\,\boldsymbol\alpha\cdot\mathbf p$ and $[\mathbf r\cdot\mathbf p,V]=-i\,rV'$, while $\beta m$ commutes with $\mathbf r\cdot\mathbf p$. In an eigenstate $\langle[\mathbf r\cdot\mathbf p,H]\rangle=0$ provided the surface terms vanish. They do at infinity for a bound state, and at the origin, where the surface term is proportional to $r(GF'-FG')$ and, for the Coulomb case, vanishes at least as fast as each product in it, that is as $r^{2\gamma_\kappa}$ with $\gamma_\kappa=\sqrt{\kappa^2-(Z\alpha)^2}>0$. Hence $\langle\boldsymbol\alpha\cdot\mathbf p\rangle=\langle rV'\rangle$ and $E=m\langle\beta\rangle+\langle V+rV'\rangle$. For $V=-Z\alpha/r$, $rV'=-V$. A second route: $\mathbf r=\mathbf s/m$ turns the Coulomb Hamiltonian into $m$ times a mass-free operator, so $E\propto m$ and $\partial_mE=E/m$.

A free electron has $E=\sqrt{p^2+m^2}$ and $\langle\beta\rangle=\partial_mE=m/E$, for instance $0.8$ at $p=0.75m$, $E=1.25m$. There is no conflict with statement 2, because a plane wave does not make the surface term vanish. The norm is the right factor only for an electron at rest.

**Proof of 3.** The $L$ parts found above did not use the 1s state. Under the same assumption about large momenta, their sum is

$$\frac{\alpha L}{4\pi}\int\bar\psi\,\big[4m-\not p+\gamma^0V\big]\psi=\frac{\alpha L}{4\pi}\int\bar\psi\,\big[3m-(\not p-\gamma^0V-m)\big]\psi=\frac{3\alpha}{4\pi}mL\,\langle\beta\rangle,$$

because the Dirac equation multiplied by $\gamma^0$ reads $(\not p-\gamma^0V-m)\psi=0$.

## The size of the error

The norm subtraction differs from the correct one by

$$\Delta E_{\rm norm}-\Delta E_\beta=-\delta m\,(1-\langle\beta\rangle)\ \xrightarrow{\ \text{point Coulomb}\ }\ \frac{\delta m}{m}\,(E-m).$$

This has no cutoff-independent value and can be quoted only per unit $L$ or at a stated $\Lambda$. For point-Coulomb levels every binding and transition energy is multiplied by $1+\delta m/m$, as if it had been computed with mass $m+\delta m$ and then referred to the rest energy of that mass.

The levels below come from a shooting solution of the radial equations, tested against $\langle\beta\rangle=E/m$ and against the Sommerfeld formula $E/m=[1+(Z\alpha)^2/(n-|\kappa|+\gamma_\kappa)^2]^{-1/2}$, whose expansion gives $1-\langle\beta\rangle\approx(Z\alpha)^2/2n^2$ at small $Z\alpha$. As a yardstick take $s=(\alpha/\pi)(Z\alpha)^4m$, the factor conventionally extracted from the renormalized 1s self-energy; the finite self-energy itself is not computed here.

| $Z$ | $1-\langle\beta\rangle$, 1s | error per $L$ (eV) | $s$ (eV) | ratio |
|---|---|---|---|---|
| 1 | $2.663\times10^{-5}$ | $-0.0237$ | $3.37\times10^{-6}$ | 7042 |
| 20 | 0.01071 | $-9.53$ | 0.539 | 17.7 |
| 51 | 0.07183 | $-63.9$ | 22.8 | 2.81 |
| 68 | 0.13180 | $-117.3$ | 72.0 | 1.63 |
| 82 | 0.19879 | $-177.0$ | 152.2 | 1.16 |

The absolute error grows with $Z$, slightly faster than $(Z\alpha)^2/2$ ($0.1318$ against $0.1231$ at $Z=68$). Relative to $s$ it falls across the table; the ratio is $\tfrac34(1-\gamma)/(Z\alpha)^4\approx3/[8(Z\alpha)^2]$ at small $Z\alpha$. The error per unit $L$ is two powers of $Z\alpha$ lower in order than $s$ and exceeds it throughout the table.

For erbium at $\Lambda=10m$ the unexpanded integral gives $\delta m/m=8.987\times10^{-3}$ (the large-$\Lambda$ form gives $8.894\times10^{-3}$), and the 1s error is $-8.987\times10^{-3}\times67\,351\ \text{eV}=-605$ eV, or $8.4\,s$. At $\Lambda=1000m$, $\delta m/m=2.494\times10^{-2}$ and the error is $-1680$ eV, or $23.3\,s$. With point-nucleus Dirac energies (no size, recoil or radiative shifts, so these are model values and not predictions of the real lines), at $\Lambda=10m$ the line $2p_{3/2}\to1s$ (51 373 eV) is raised by $462$ eV and the splitting $2p_{3/2}$–$2p_{1/2}$ (1146.8 eV) by $10.3$ eV. The interval $2s$–$2p_{1/2}$ is untouched for a point nucleus: the two levels share $n$ and $|\kappa|$, hence $E$, hence $1-\langle\beta\rangle=0.033512$. Each level is wrong by $-154$ eV, yet their difference is right, so this interval cannot detect the error.

## Where $\langle\beta\rangle=E/m$ fails: an extended nucleus

Let $V=v(r/R)/R$. Then $R\,\partial_RV=-v/R-(r/R^2)v'=-(V+rV')$, and the Hellmann–Feynman argument applied to $R$ turns statement 2 into $m\langle\beta\rangle=E+R\,\partial_RE$. For a uniform sphere $V=-\frac{Z\alpha}{2R}(3-r^2/R^2)$ inside, $rV'=Z\alpha r^2/R^3$, and $V+rV'=-\frac{3Z\alpha}{2R}(1-r^2/R^2)$ inside and zero outside. This is negative, so $\langle\beta\rangle>E/m$.

For 1s and $mR\ll Z\alpha$ (here $mR/Z\alpha\approx0.03$) the size can be estimated. Near the nucleus $E\pm m$ is negligible against $Z\alpha/R$, the equations depend on $r/R$ alone, and just outside $G=Ar^\gamma+Br^{-\gamma}$ with $B/A\propto R^{2\gamma}$. The level shift $\delta E_{\rm fs}$ is linear in the small admixture $B/A$, so $R\,\partial_RE\approx2\gamma\,\delta E_{\rm fs}$ at leading order in $mR$.

The conventional rough rule $R=1.2A^{1/3}$ fm with $A=166$ gives $R=6.6$ fm $=0.0171\,\hbar/mc$. In this model $\delta E_{\rm fs}(1s)=15.0$ eV; since the shift scales as $R^{2\gamma}$, a radius 3% larger raises it by about 5%, and the other size effects below move by a similar fraction, so their digits belong to this $R$ only. The wave function gives $\langle\beta\rangle=0.8682768$, a finite difference in $m$ gives the same, and $E/m=0.8682262$. The gap $5.06\times10^{-5}$ agrees with $-\langle V+rV'\rangle/m$ and with a finite difference in $R$. The estimate is $2\times0.8682\times15.0/510\,999=5.10\times10^{-5}$, within 1% of the gap; that the remainder is the next order in $mR$ is a conjecture. The gap is small against $1-\langle\beta\rangle=0.13172$, but it multiplies the divergent $\delta m$, so $E/m$ may not replace $\langle\beta\rangle$ in the counterterm for an extended nucleus, nor for a screened potential with $\langle V+rV'\rangle\ne0$. The cancellation in $2s$–$2p_{1/2}$ is also lost: at $\Lambda=10m$ the norm subtraction leaves $8.987\times10^{-3}\times(0.03351165-0.03349984)\times510\,999\ \text{eV}=0.054$ eV.

The numerical check, with its output, contains the tests and numbers cited.

## Table of computed values

```
alpha = 0.0072973526, mc^2 = 510998.95 eV, hbar/mc = 386.159 fm
d(dm/m)/dL = 3 alpha/4pi = 1.742115e-03
Lam = 10 m: dm/m exact = 8.98725e-03, asymptotic = 8.89379e-03
Lam = 1000 m: dm/m exact = 2.49393e-02, asymptotic = 2.49393e-02
Sigma at p^2=-1.69, Lam=3 m: a = 7.8438710 / 7.8438710, b = -2.6049545 / -2.6049545
vertex L-slope / (alpha/4pi gamma0) = 0.9999996
second-order L-slope [alpha/4pi/m]: Lam=10 m 1.06e-02, Lam=1000 m 1.12e-06
free electron p = 0.75 m: E = 1.2500 m, <beta> = 0.8000
1s point: Z, 1-<beta>, (Za)^2/2, error per L [eV], (a/pi)(Za)^4 m [eV], |ratio|
Z=1: 2.662603e-05, 2.662568e-05, -0.023703, 3.3659e-06, 7042
Z=20: 1.070760e-02, 1.065027e-02, -9.5321, 0.53854, 17.7
Z=51: 7.183341e-02, 6.925339e-02, -63.947, 22.771, 2.808
Z=68: 1.318032e-01, 1.231171e-01, -117.33, 71.967, 1.63
Z=82: 1.987897e-01, 1.790311e-01, -176.97, 152.18, 1.163
Er Z=68: Za = 0.496220, gamma = 0.86819683, <V> = -0.2836157 m, <alpha.p> = 0.2836157 m
1s L-slopes [alpha m/4pi]: zero-pot 2.888206, one-pot -0.283616, sum 2.604590
left after beta subtraction 1e-07, after norm subtraction -0.395409
Er point: binding [eV], 1-<beta>, error [eV] per L, at Lam=10 m, at Lam=1000 m
1s: 67351.28, 0.13180317, -117.33, -605.3, -1679.7
2s: 17124.77, 0.03351233, -29.83, -153.9, -427.1
2p1/2: 17124.77, 0.03351233, -29.83, -153.9, -427.1
2p3/2: 15977.98, 0.03126813, -27.84, -143.6, -398.5
sphere: A = 166, R = 6.595 fm = 0.017079 hbar/mc
Er sphere: size shift [eV], 1-<beta>, <beta>-E/m, -<V+rV'>/m
1s: 15.012, 0.13172316, 5.063e-05, 5.063e-05
2s: 2.345, 0.03349984, 7.906e-06, 7.906e-06
2p1/2: 0.127, 0.03351165, 4.299e-07, 4.299e-07
2p3/2: 0.000, 0.03126813, 1.008e-11, 1.008e-11
sphere 1s: dE/dm = 0.8682768, <beta> = 0.8682768, E/m = 0.8682262
sphere 1s: R dE/dR = 5.0634e-05 m, 2 gamma shift = 5.1012e-05 m
transition: energy point [eV], error at Lam=10 m point [eV], sphere [eV]
2p3/2-1s: 51373.30, 461.705, 461.337
2p3/2-2p1/2: 1146.78, 10.306, 10.303
2s-2p1/2: 0.00, 0.000, 0.054
1s |error|/scale: Lam=10 m 8.41, Lam=1000 m 23.34
```
